# Breit-Pauli spin-orbit mean field: derivation, limits and tests, part 1

(Sections cited here and not found follow in the later parts.)

## 1. What symmetry fixes

The two-electron spin-orbit operator is a sum of products of a spatial vector operator $\mathbf g(1,2)$ and a single spin operator. Average one of the two electrons over a density that has no spin polarization and no orbital current. The result is a one-electron operator whose form follows from four observations.

First, rotate all spins and leave the coordinates alone. The averaging density does not change, and each Cartesian term of the two-electron operator transforms as a component of a vector, because it holds one factor $s^a$. The averaged operator must transform in the same way. The $2\times2$ spin matrices are spanned by the unit matrix, a scalar, and by $s^x,s^y,s^z$, a vector. Hence the average is $\mathbf F\cdot\mathbf s=\sum_a F^a s^a$ with a purely spatial $\mathbf F$, and it has no spin-free part.

Second, apply time reversal. The Hamiltonian and the density are even and $\mathbf s$ is odd, so $\mathbf F$ is odd. On spatial functions time reversal is complex conjugation, so in a real orbital basis $F^a_{pq}$ is purely imaginary. A Hermitian imaginary matrix is antisymmetric.

Third, count contractions. An integral $(\cdot\,\cdot|\mathbf g|\cdot\,\cdot)$ has a bra and a ket slot for electron 1, on which the momentum acts, and a bra and a ket slot for electron 2. The free bra index $p$ can sit on either electron, and so can the free ket index $q$. The two remaining slots are summed against the density matrix $P$. This gives four candidates,

$$\mathbf J_{pq}=\sum_{rs}P_{sr}(pq|\mathbf g|rs),\qquad \mathbf J'_{pq}=\sum_{rs}P_{sr}(rs|\mathbf g|pq),$$

$$\mathbf K^{(1)}_{pq}=\sum_{rs}P_{sr}(ps|\mathbf g|rq),\qquad \mathbf K^{(2)}_{pq}=\sum_{rs}P_{sr}(rq|\mathbf g|ps).$$

Part 3 shows that the integral is antisymmetric in its first index pair, so $\mathbf J'$ vanishes for a symmetric $P$, and part 7 shows that $\mathbf K^{(2)}$ is the adjoint of $\mathbf K^{(1)}$. A Hermitian, imaginary $\mathbf F$ then needs equal real coefficients on the two exchange terms:

$$\mathbf F=a\,\mathbf J+b\,\big(\mathbf K^{(1)}+\mathbf K^{(2)}\big).$$

Fourth, dimensions. In Hartree atomic units $\mathbf g$ is $\alpha^2$ times an angular momentum divided by a length cubed, which is already the energy scale, so $a$ and $b$ are pure numbers. A distant electron must see the electron cloud as a charge that offsets the nuclear charge, which requires $a=1$ when $P$ counts all electrons. Symmetry says nothing about $b$. It comes from the spin sums, and it equals $-3/2$.

## 2. The operator and the conventions

Units are Hartree atomic units, the speed of light is $c=1/\alpha$, $\mathbf p=-i\nabla$, $\mathbf s=\boldsymbol\sigma/2$, and $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$. The Breit-Pauli spin-orbit Hamiltonian is $H_{SO}=H_1+H_2$ with

$$H_1=\frac{\alpha^2}{2}\sum_i\sum_A Z_A\,\frac{\mathbf r_{iA}\times\mathbf p_i}{r_{iA}^3}\cdot\mathbf s_i ,$$

$$H_2=\sum_{i\ne j}\mathbf g(i,j)\cdot(\mathbf s_i+2\mathbf s_j),\qquad \mathbf g(1,2)=-\frac{\alpha^2}{2}\,\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3}.$$

The sum runs over ordered pairs, so each pair of electrons appears twice, once with the momentum on each member. This operator is the starting point. Since the coefficient $-3/2$ rests on the weights 1 and 2 and on their common sign, it is worth seeing where they come from.

The $\mathbf s_i$ part is the spin-same-orbit (SSO) term. For an electron with potential energy $V$, eliminating the small component of the Dirac equation gives the kinetic operator $c\,\boldsymbol\sigma\cdot\mathbf p\,[2c^2+E-V]^{-1}c\,\boldsymbol\sigma\cdot\mathbf p$. Expanding the bracket to first order in $(E-V)/2c^2$ gives $p^2/2-\boldsymbol\sigma\cdot\mathbf p\,(E-V)\,\boldsymbol\sigma\cdot\mathbf p/4c^2$. The identity $\sigma^a\sigma^b=\delta_{ab}+i\epsilon_{abc}\sigma^c$ shows that the only spin-dependent piece is $i\boldsymbol\sigma\cdot(\mathbf p\times V\mathbf p)/4c^2$; the renormalization of the large component involves only $p^2$ and adds no spin dependence. Because $\mathbf p\times\mathbf p=0$, only the derivative of $V$ survives: $\mathbf p\times V\mathbf p=-i\nabla V\times\mathbf p$. The term is therefore

$$\frac{\alpha^2}{2}\,(\nabla V\times\mathbf p)\cdot\mathbf s .$$

With $V=-Z/r$ one has $\nabla V=Z\mathbf r/r^3$, which is $H_1$. With $V=1/r_{12}$ one has $\nabla_1V=-\mathbf r_{12}/r_{12}^3$, which is $\mathbf g(1,2)\cdot\mathbf s_1$.

The $2\mathbf s_j$ part is the spin-other-orbit (SOO) term. Electron 1, of charge $-1$ and velocity $\mathbf p_1$, produces at electron 2 the magnetic field $\mathbf B=(-1)\,\mathbf p_1\times(\mathbf r_2-\mathbf r_1)/(c\,r_{12}^3)=-\mathbf r_{12}\times\mathbf p_1/(c\,r_{12}^3)$. The moment of electron 2 is $-\mathbf s_2/c$ for a spin $g$ factor of 2, and its energy is $\mathbf s_2\cdot\mathbf B/c=-\alpha^2(\mathbf r_{12}\times\mathbf p_1)\cdot\mathbf s_2/r_{12}^3=\mathbf g(1,2)\cdot2\mathbf s_2$. The SOO term is a full magnetic interaction, while the SSO term carries the Thomas factor of one half. That is the ratio of 2 to 1.

Spatial orbitals $\varphi_p$ are real and orthonormal. A spin orbital is written with a sans-serif label, $\mathsf p=(p\sigma)$, $\chi_{\mathsf p}=\varphi_p|\sigma\rangle$. The spin matrix element is $\mathbf s_{\sigma\tau}=\langle\sigma|\mathbf s|\tau\rangle$. Two notations for two-electron integrals are needed. For spin orbitals,

$$\langle\mathsf{p\,r}|G|\mathsf{q\,s}\rangle=\iint\chi^*_{\mathsf p}(1)\chi^*_{\mathsf r}(2)\,G\,\chi_{\mathsf q}(1)\chi_{\mathsf s}(2),$$

and for the spatial operator, with the first index pair on the electron that carries the momentum,

$$(pq|\mathbf g|rs)=\iint\varphi_p(1)\varphi_r(2)\,\mathbf g(1,2)\,\varphi_q(1)\varphi_s(2)\,d^3r_1\,d^3r_2 .$$

## 3. The spatial integrals and their symmetry

For any potential $V(\mathbf r)$ and real functions,

$$\langle p|(\nabla V\times\mathbf p)^a|q\rangle=-i\,\epsilon_{abc}\int\varphi_p\,(\partial_bV)\,\partial_c\varphi_q\,d^3r .$$

Integrate by parts in $\partial_b$. The surface term at infinity vanishes for bound orbitals. At a $1/r$ singularity the surface term on a sphere of radius $\delta$ is of order $\delta^2\cdot\delta^{-1}$ and vanishes as $\delta\to0$. This leaves

$$+i\,\epsilon_{abc}\int V\big[(\partial_b\varphi_p)(\partial_c\varphi_q)+\varphi_p\,\partial_b\partial_c\varphi_q\big]d^3r .$$

The second term is zero, since $\partial_b\partial_c$ is symmetric and $\epsilon_{abc}$ antisymmetric in $bc$. Therefore

$$\langle p|\nabla V\times\mathbf p|q\rangle=i\int(\nabla\varphi_p\times\nabla\varphi_q)\,V\,d^3r .\tag{1}$$

Apply (1) to the nuclear potential $V_{\rm nuc}=-\sum_AZ_A/r_A$, and to $V=1/r_{12}$ at fixed $\mathbf r_2$:

$$\mathbf h_{pq}=i\,\frac{\alpha^2}{2}\,\mathbf W^{\rm nuc}_{pq},\qquad \mathbf W^{\rm nuc}_{pq}=\int(\nabla\varphi_p\times\nabla\varphi_q)V_{\rm nuc}\,d^3r,$$

$$(pq|\mathbf g|rs)=i\,\frac{\alpha^2}{2}\,\mathbf W_{pqrs},\qquad \mathbf W_{pqrs}=\iint\frac{(\nabla\varphi_p\times\nabla\varphi_q)(1)\;\varphi_r(2)\varphi_s(2)}{r_{12}}\,d^3r_1\,d^3r_2 .\tag{2}$$

Here $H_1=\sum_i\mathbf h(i)\cdot\mathbf s_i$. The array $\mathbf W$ is real. The cross product changes sign when its factors are swapped, and the product $\varphi_r\varphi_s$ does not:

$$(pq|\mathbf g|rs)=-(qp|\mathbf g|rs)=+(pq|\mathbf g|sr)=-(pq|\mathbf g|rs)^* .\tag{3}$$

There is no relation between $(pq|\mathbf g|rs)$ and $(rs|\mathbf g|pq)$. The ordinary repulsion integral is unchanged when the two pairs are swapped, and carrying that habit over to $\mathbf g$ gives a wrong spin-orbit mean field. It is also the reason for two exchange terms where the Fock operator has one.

The analytic library integrals of the symmetric form (2) were compared with direct quadrature of the defining expression $-\int\varphi_p(\nabla V\times\nabla\varphi_q)\,d^3r$ on a uniform Cartesian grid. The test used $s$ and $p$ Gaussians on two centres, with $V$ the closed-form potential of a product of two $s$ Gaussians. The overall sign of the library array is not tested separately: the program takes it from the quadrature (it came out $+1$), so that all later numbers carry the sign of the definition. The largest difference was $6.3\times10^{-15}$ atomic units.

## 4. The pair operator and the Slater-Condon rule

Collect the two orderings of each pair:

$$H_2=\sum_{i<j}G(i,j),\qquad G(1,2)=\mathbf g(1,2)\cdot(\mathbf s_1+2\mathbf s_2)+\mathbf g(2,1)\cdot(\mathbf s_2+2\mathbf s_1).\tag{4}$$

Now $G(1,2)=G(2,1)$, which implies $\langle\mathsf{pr}|G|\mathsf{qs}\rangle=\langle\mathsf{rp}|G|\mathsf{sq}\rangle$ by renaming the integration variables.

Write a determinant as $\Phi=\sqrt{N!}\,\mathcal A\,\Pi$, where $\Pi=\chi_1(1)\cdots\chi_N(N)$ is a simple product and $\mathcal A=(1/N!)\sum_\pi\mathrm{sgn}(\pi)\,\hat\pi$. The antisymmetrizer is Hermitian, obeys $\mathcal A^2=\mathcal A$, and commutes with $H_2$ because $H_2$ is symmetric in all electrons. Hence

$$\langle\Phi'|H_2|\Phi\rangle=N!\,\langle\Pi'|\mathcal A H_2\mathcal A|\Pi\rangle=N!\,\langle\Pi'|H_2\mathcal A|\Pi\rangle=\sum_\pi\mathrm{sgn}(\pi)\,\langle\Pi'|H_2\,\hat\pi\,\Pi\rangle .$$

Let $\Pi'$ hold $\chi_{\mathsf p}$ and $\Pi$ hold $\chi_{\mathsf q}$ in position 1, with $\mathsf p\ne\mathsf q$, and let the other $N-1$ spin orbitals $\chi_{\mathsf j}$ be common to both and stand in the same order. Consider one term $G(i,j)$. Every electron other than $i$ and $j$ contributes an overlap. If electron 1 is not in the pair, its overlap is between $\chi_{\mathsf p}$ and some member of $\Pi$, and this is zero. So $i=1$. For every remaining electron $k\neq1,j$ the overlap is nonzero only if $\hat\pi$ leaves $\chi_k$ in position $k$. Two permutations remain: the identity, with sign $+1$, and the exchange of positions 1 and $j$, with sign $-1$. Thus

$$\langle\Phi'|H_2|\Phi\rangle=\sum_{\mathsf j\ \rm common}\big[\langle\mathsf{pj}|G|\mathsf{qj}\rangle-\langle\mathsf{pj}|G|\mathsf{jq}\rangle\big].\tag{5}$$

The sum may be extended to $\mathsf j=\mathsf q$, where the two terms are identical and cancel. It may also be extended to $\mathsf j=\mathsf p$, where $\langle\mathsf{pp}|G|\mathsf{qp}\rangle=\langle\mathsf{pp}|G|\mathsf{pq}\rangle$ by the symmetry of $G$. If $\mathsf p=\mathsf q$, pairs that exclude electron 1 also contribute, and the same reasoning gives the expectation value

$$\langle\Phi|H_2|\Phi\rangle=\tfrac12\sum_{\mathsf{i,j}\in\Phi}\big[\langle\mathsf{ij}|G|\mathsf{ij}\rangle-\langle\mathsf{ij}|G|\mathsf{ji}\rangle\big].\tag{6}$$

The spectator spin orbitals enter (5) only through their density matrix. Expand $\chi_{\mathsf j}=\sum_{\mathsf s}c_{\mathsf{sj}}\chi_{\mathsf s}$ in any fixed basis and define $D_{\mathsf{sr}}=\sum_{\mathsf j}c_{\mathsf{sj}}c^*_{\mathsf{rj}}$, with the ket index first. Then (5) is the matrix element of a one-electron operator,

$$\mathcal F_{\mathsf{pq}}[D]=\sum_{\mathsf{rs}}D_{\mathsf{sr}}\big[\langle\mathsf{pr}|G|\mathsf{qs}\rangle-\langle\mathsf{pr}|G|\mathsf{sq}\rangle\big].\tag{7}$$

Equation (7) is what "averaging the two-electron term over a density" means. It is linear in $D$, so it also describes the average of (5) over an ensemble of spectator configurations, with $D$ the ensemble density. The mean-field approximation consists of choosing one $D$ and using $\mathcal F[D]$ for all matrix elements.

## 5. The spin-averaged density

For each pair of spatial indices, $D$ is a $2\times2$ matrix in spin, which can be expanded in the unit matrix and the Pauli matrices:

$$D_{s\rho',r\rho}=\tfrac12\big[P_{sr}\,\delta_{\rho'\rho}+\mathbf M_{sr}\cdot\boldsymbol\sigma_{\rho'\rho}\big].$$

Taking the spin trace gives $P_{sr}=\sum_\rho D_{s\rho,r\rho}$. So $P$ is the spin-summed density, $\operatorname{tr}P$ is the number of electrons averaged over, and a doubly occupied orbital has $P=2$. The vector $\mathbf M$ is the spin density. Two assumptions define the reference:

1. The density is spin averaged: $\mathbf M=0$, so $D_{s\rho',r\rho}=\tfrac12P_{sr}\delta_{\rho'\rho}$.
2. The matrix $P$ is real in the real orbital basis. Being Hermitian, it is then symmetric.

The second assumption does not follow from the first. An imaginary antisymmetric part of $P$ describes an orbital current, and a spin-unpolarized state can carry one. A closed-shell determinant of real orbitals satisfies both.

Set $\mathsf p=(p\sigma)$, $\mathsf q=(q\tau)$, $\mathsf r=(r\rho)$, $\mathsf s=(s\rho')$ in (7). The derivation keeps the $2\times2$ matrix $d\equiv D_{s\,\cdot,\,r\,\cdot}$ general until the spin sums are written down, and then inserts $d=\tfrac12P_{sr}\mathbb 1$.

## 6. The direct and exchange sums

**Direct part.** In $\langle p\sigma\,r\rho|G|q\tau\,s\rho'\rangle$ electron 1 goes from $q\tau$ to $p\sigma$ and electron 2 from $s\rho'$ to $r\rho$. The spatial factor of $\mathbf g(1,2)$ is $(pq|\mathbf g|rs)$. In $\mathbf g(2,1)$ the momentum acts on electron 2, whose indices must then stand first, so its spatial factor is $(rs|\mathbf g|pq)$. The spin factor of $\mathbf s_1$ is $\mathbf s_{\sigma\tau}\delta_{\rho\rho'}$ and that of $\mathbf s_2$ is $\delta_{\sigma\tau}\mathbf s_{\rho\rho'}$. Summing over $\rho,\rho'$ with weight $d_{\rho'\rho}$ turns them into $\mathbf s_{\sigma\tau}\operatorname{tr}d$ and $\delta_{\sigma\tau}\operatorname{tr}(\mathbf s\,d)$. The four pieces of (4) give

$$\text{direct}=\sum_{rs}\Big\{(pq|\mathbf g|rs)\cdot\big[\mathbf s_{\sigma\tau}\operatorname{tr}d+2\delta_{\sigma\tau}\operatorname{tr}(\mathbf sd)\big]+(rs|\mathbf g|pq)\cdot\big[\delta_{\sigma\tau}\operatorname{tr}(\mathbf sd)+2\mathbf s_{\sigma\tau}\operatorname{tr}d\big]\Big\}.\tag{8}$$

For $d=\tfrac12P_{sr}\mathbb 1$ the traces are $\operatorname{tr}d=\tfrac12P_{sr}\cdot2=P_{sr}$ and $\operatorname{tr}(\mathbf sd)=\tfrac12P_{sr}\operatorname{tr}\mathbf s=0$. The two pieces in which the spin operator belongs to the averaged electron drop out, and

$$\text{direct}=\big[\mathbf J_{pq}+2\mathbf J'_{pq}\big]\cdot\mathbf s_{\sigma\tau}.$$

For symmetric $P$, rename $r\leftrightarrow s$ in $\mathbf J'$ and use (3): $\sum P_{sr}(rs|\mathbf g|pq)=\sum P_{rs}(sr|\mathbf g|pq)=-\sum P_{sr}(rs|\mathbf g|pq)$. A quantity equal to its negative is zero, so $\mathbf J'=0$. The only Coulomb term left is the SSO one, with coefficient $+1$.

The three vanishing pieces have plain meanings. The two with $\operatorname{tr}\mathbf s$ need a net spin in the averaged cloud, and there is none. The term $2\mathbf J'$ is the energy of the active spin in the magnetic field of the orbital motion of the cloud, and a real density has no current.

The direct sum has been reduced to the single Coulomb term $\mathbf J_{pq}\cdot\mathbf s_{\sigma\tau}$, with coefficient $+1$. The exchange sum remains to be evaluated, and with it the coefficient $b$ that symmetry leaves open.
